# The guaranteed gap of the Weaire–Thorpe model in any fourfold network, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gap from two reflections

**What symmetry and dimensions fix.** Consider a network in which every site has four bonds and carries four orbitals, one pointing along each bond. The model has two energies: $V_1$ couples two different orbitals of the same site, and $V_2$ couples the two orbitals that share a bond. Let $G(V_1,V_2)$ be the set of energies that are absent from the spectrum of every such network. Two properties of $G$ follow before any spectrum is calculated.

The first is scaling. The Hamiltonian $H$ is linear in $(V_1,V_2)$, so multiplying both couplings by a real number $\lambda\neq0$ multiplies every level by $\lambda$. Hence $G(\lambda V_1,\lambda V_2)=\lambda\,G(V_1,V_2)$, for negative $\lambda$ as well.

The second is that the sign of $V_2$ does not matter to $G$. Take any network and make two copies of it, labelled $+$ and $-$. Reconnect each bond so that an orbital in one copy is bonded to its former partner in the other copy. The result is again a fourfold network. Its states that are equal on the two copies obey the original equations with $V_2$. Its states that are opposite on the two copies obey them with $-V_2$. The doubled network therefore has the levels of both signs, and an energy absent from every network for $V_2$ is absent from every network for $-V_2$.

Suppose now that $G$ contains an interval that separates the lower half of the states from the upper half, with centre $c$ and half-width $w$. Together the two properties require

$$c=V_1\,g(r),\qquad w=|V_1|\,f(r),\qquad r=|V_2|/|V_1| .$$

Symmetry leaves the functions $f$ and $g$ open. The result to be proved is $g=1$ and $f=r-2$ for $r>2$:

$$\text{no spectrum for } |E-V_1|<w,\qquad w=|V_2|-2|V_1|>0. \tag{1}$$

**The model and its assumptions.** Write $|i,a\rangle$ for orbital $a=1,\dots,4$ of site $i$. These orbitals are taken as orthonormal. Every orbital is paired with exactly one orbital of a neighbouring site, its bond partner, so nothing dangles. The network may be finite and closed, or infinite. No lattice, ring statistics or bond angles enter. The energy of a single orbital is the zero of energy. With real $V_1$ and $V_2$,

$$H=V_1\sum_i\sum_{a\neq b}|i,a\rangle\langle i,b|+V_2\sum_{o}|o'\rangle\langle o| , \tag{2}$$

where $o$ runs over all orbitals and $o'$ is the partner of $o$. Each bond appears twice in the last sum, once in each direction, as a Hermitian operator requires.

On one isolated site the first term has two levels. The symmetric combination of the four orbitals has energy $3V_1$, because each orbital receives $V_1$ from three others. A combination whose amplitudes sum to zero has energy $-V_1$, because the other three amplitudes sum to minus the remaining one. There are three independent combinations of this second kind. If the orbitals are $sp^3$ hybrids, the first level is the atomic $s$ level and the other three are the $p$ levels, so $E_p-E_s=-4V_1$, and $V_1$ is negative when $s$ lies below $p$. On one isolated bond the second term has the levels $\pm V_2$. The condition $|V_2|>2|V_1|$ thus says that the splitting $2|V_2|$ of a bond exceeds the splitting $4|V_1|$ of a site.

**Rewriting the Hamiltonian.** Let $|s_i\rangle=\tfrac12\sum_a|i,a\rangle$ be the normalized symmetric state of site $i$, and let $P=\sum_i|s_i\rangle\langle s_i|$ project on all of them. Within a site every matrix element of $P$ is $\tfrac12\cdot\tfrac12=\tfrac14$, so every element of $4P$ is 1. The site term in (2) has 1 off the diagonal and 0 on it, times $V_1$. It is therefore $V_1(4P-1)$.

Let $S$ be the operator that swaps bond partners, $S|o\rangle=|o'\rangle$. The bond term is $V_2S$. Define also $R=2P-1$, which gives $P=(1+R)/2$ and $4P-1=1+2R$. Then

$$H-V_1=2V_1R+V_2S . \tag{3}$$

Both $R$ and $S$ are self-adjoint and both square to one. For $R$, the projector property $P^2=P$ gives $R^2=4P^2-4P+1=1$. For $S$, swapping partners twice restores every orbital. Each operator is a reflection: it keeps some states and reverses the sign of others. It follows that neither changes the length of a state. For any square-summable $x$,

$$\|Sx\|^2=\langle Sx,Sx\rangle=\langle x,S^2x\rangle=\|x\|^2 , \tag{4}$$

and likewise $\|Rx\|=\|x\|$. Equation (3) also shows why the energy $V_1$ is the natural centre: it is midway between the site levels $3V_1$ and $-V_1$.

**The inequality.** Solve (3) for the bond term acting on $x$:

$$V_2Sx=(H-V_1)x-2V_1Rx .$$

The triangle inequality bounds the length of the right side by the sum of the two lengths. With (4),

$$|V_2|\,\|x\|\le\|(H-V_1)x\|+2|V_1|\,\|x\| ,$$

and therefore

$$\|(H-V_1)x\|\ge w\,\|x\| ,\qquad w=|V_2|-2|V_1| . \tag{5}$$

In words, $(H-V_1)x$ is the sum of one vector of length $|V_2|\|x\|$ and another of length $2|V_1|\|x\|$. When the lengths differ, the two cannot cancel, whatever the connections of the network.

**From the inequality to the spectrum.** For a finite network (5) is enough. An eigenvector with energy $E$ has $\|(H-V_1)x\|=|E-V_1|\,\|x\|$, so $|E-V_1|\ge w$.

An infinite network can have spectrum without normalizable eigenvectors, so one more step is needed. Take an energy $E$ with $d=|E-V_1|<w$. The triangle inequality and (5) give

$$\|(H-E)x\|\ge\|(H-V_1)x\|-d\,\|x\|\ge(w-d)\|x\| . \tag{6}$$

The energy $E$ is outside the spectrum if $H-E$ has a bounded inverse defined on all states. Three facts establish this.

- By (6), $(H-E)x=0$ forces $x=0$, so different states have different images.
- The set of images is closed. If the images $(H-E)x_n$ converge, (6) applied to differences $x_n-x_m$ shows that the $x_n$ converge too, to some $x$. Since $H$ is bounded, the limit of the images is $(H-E)x$.
- No state $y\neq0$ is orthogonal to all images. If $\langle y,(H-E)x\rangle=0$ for every $x$, self-adjointness gives $\langle(H-E)y,x\rangle=0$ for every $x$, so $(H-E)y=0$ and $y=0$.

The images are therefore all states, and (6) bounds the inverse by $1/(w-d)$. This proves (1) for finite and infinite networks alike.

**States on both sides.** An empty interval is a gap only if there is spectrum above and below it. Let $\sigma=\pm1$ be the sign of $V_2$. If $Sx=\sigma x$, then $V_2\langle x,Sx\rangle=|V_2|\|x\|^2$. Since $R$ preserves length, $|\langle x,Rx\rangle|\le\|x\|^2$. Equation (3) gives

$$\langle x,(H-V_1)x\rangle\ge(|V_2|-2|V_1|)\|x\|^2=w\|x\|^2 . \tag{7}$$

If instead $Sx=-\sigma x$, the same steps give $\langle x,(H-V_1)x\rangle\le-w\|x\|^2$. Both kinds of state exist, since $|o\rangle\pm|o'\rangle$ on a single bond provides one of each. The mean energy of a state lies between the lowest and highest points of the spectrum, so there is spectrum above $V_1$ and below it.

In a finite network of $N$ sites the states can be counted. There are $4N$ orbitals and $2N$ bonds. Each bond supplies one state with $S=\sigma$ and one with $S=-\sigma$, so each of these two subspaces has dimension $2N$. Consider the space spanned by the $n_<$ eigenvectors with $E<V_1$. On it the form $\langle x,(H-V_1)x\rangle$ is negative, while on the subspace $S=\sigma$ it is positive. The two spaces share only the zero vector, so their dimensions cannot add to more than $4N$, which gives $n_<\le2N$. The same argument with the signs exchanged gives $n_>\le2N$ for the levels above $V_1$. No level equals $V_1$, so $n_<+n_>=4N$, and therefore

$$n_<=n_>=2N . \tag{8}$$

With two spin directions, four electrons per site fill the $2N$ lower levels and leave the upper ones empty. The gap is the one that matters for a covalent solid with four valence electrons per atom.

**States that sit on the edge.** The value of $w$ cannot be improved in general, because simple ring states reach one end of the empty interval. The second half finds networks with levels at the other end as well. Go once round any closed ring of bonds. On each bond put $+1$ on the orbital where the bond is entered and $-1$ on the orbital where it is left. Each ring site then holds one $-1$ from the arriving bond and one $+1$ from the departing bond, which sum to zero. Hence $Px=0$, $Rx=-x$ and $Sx=-x$, and (3) gives the energy $E=-V_1-V_2$. On a ring with an even number of bonds one can instead put equal amplitudes on the two orbitals of a bond and alternate the sign from bond to bond. Again each site sums to zero, but now $Sx=x$ and $E=-V_1+V_2$.

The distances of these energies from $V_1$ are $|2V_1+V_2|$ and $|2V_1-V_2|$. The first equals $w$ when $V_1$ and $V_2$ have opposite signs, the second when they have equal signs. These states are confined to one ring, however large the network is.

**Unequal bonds.** The proof hardly uses the equality of the bonds. Let bond $b$ have its own coupling $V_b$, of either sign, with all $|V_b|$ bounded and at least $m$. The bond term becomes an operator $B$ that swaps partners and multiplies by $V_b$. Then $B^2$ multiplies both orbitals of bond $b$ by $V_b^2$, so $\|Bx\|\ge m\|x\|$. Repeating the step before (5) gives an empty interval of half-width $m-2|V_1|$ around $V_1$. The count (8) also survives, since each bond still supplies one state with $B=+|V_b|$ and one with $B=-|V_b|$.

As an example take $V_1=-1.8$ eV and $V_2=-4.5$ eV. Then $w=4.5-2\times1.8=0.9$ eV, and the interval from $-2.7$ to $-0.9$ eV is empty, a guaranteed gap of 1.8 eV (0.066 hartree). Now let bond lengths vary by up to 3 % at random, and assume that the coupling falls as the inverse square of the length. In a random network of 150 sites the weakest bond had $|V_b|=4.245$ eV. The guaranteed gap is then $2\times(4.245-3.6)=1.29$ eV. Diagonalization gave 3.03 eV, which respects the bound and lies well above it.

**A broken bond.** The assumption that cannot be dropped is that every orbital has a partner. If a bond is cut, $m=0$ for its two orbitals and the inequality guarantees nothing. The level that appears can be found when the network has no rings. Seek a state with $E=0$. The equation for an orbital $o$ on site $i$ is

$$0=V_1\times(\text{sum of the other three amplitudes on } i)+V_2x_{o'} ,$$

without the last term for the dangling orbital. Put amplitude 1 on the dangling orbital and 0 on the other three of its site. The dangling orbital's equation holds. Each of the other three requires $V_1+V_2x_{o'}=0$, so its partner has amplitude $q=-V_1/V_2$. On that next site put 0 on the remaining three orbitals. The equation of the orbital with amplitude $q$ then holds, because its partner has amplitude 0, and the next partners have amplitude $q^2$. After $n$ steps there are $3^n$ orbitals of amplitude $q^n$. The squared norm $\sum_n(3q^2)^n$ is finite when $|V_2|>\sqrt3\,|V_1|$. The dangling bond therefore binds a localized state at the energy of an uncoupled orbital.

In the example $q=-0.4$ and $3q^2=0.48$. Cutting one bond of the 150-site random network, with all other bonds equal, left two levels in its gap, at $-0.06$ and $0.05$ eV. The departures from zero depend on which bond is cut and tend to be larger when the rings through it, which the construction excludes, are short. In such random networks one level reached 0.26 eV for a bond in a three-membered ring, while the levels stayed within 0.03 eV of zero when the shortest ring had seven or eight bonds. Both levels lie above the guaranteed interval, which ends at $-0.9$ eV, but inside the wider gap that this network has. In general the energy 0 is at distance $|V_1|$ from the centre, so it falls inside the guaranteed interval when $|V_1|<w$, that is, when $|V_2|>3|V_1|$. This criterion is for the ring-free level. Rings shift the level and can bring it inside at smaller ratios: in a periodic diamond cell of 250 sites with $V_1=-1.8$ eV and $V_2=2.9V_1$, one cut bond gives a level at $-0.31$ eV, inside the interval that ends at $-0.18$ eV.

## Second half: the gap from the levels themselves

**Symbols and results carried over.** Each site $i$ has four orbitals, and orbital $o$ has one bond partner $o'$. The coupling $V_1$ acts between different orbitals of a site and $V_2$ between bond partners. The energy of a single orbital is zero. The claim is that for $w=|V_2|-2|V_1|>0$ no level satisfies $|E-V_1|<w$, and that $2N$ of the $4N$ levels of an $N$-site network lie on each side. The operator $S$ swaps bond partners. The second derivation does not use the inequality of the first half. It takes a finite network with equal bonds, with both couplings nonzero, and solves for the energies.

For $|V_2|>2|V_1|$, the inequality has established an empty interval of half-width $w$ around $V_1$ in every fully bonded fourfold network, with half the levels of a finite network on each side. It remains to solve for the levels themselves in finite networks with equal bonds, and so to find how far the gap of a given network exceeds the guaranteed $2w$.
